**Lieb's ionization bound and positivity of the weighted kinetic energy**

An atom with nuclear charge number Z can bind N electrons only if N < 2Z + 1. The key step is that Re⟨wψ, Tψ⟩ is nonnegative for w = r/(1 + δr), both for T = p²/2m and for T = √(p²c² + m²c⁴) − mc². The program asserts that the positive kernel reproduces the square-root kinetic energy at three momenta, and that the spherical mean of 1/r and the closed form of the function G agree with direct quadrature. It also asserts that the two nonnegative parts of the relativistic identity add up to the value from momentum space, for a complex test function and for a hydrogenic 1s function with Z = 20. For the 1s function the output gives 5.00000 nonrelativistically and 5.07186 relativistically, in units of k = e²/(4πε₀). For Ca in restricted Hartree–Fock theory, the pair, kinetic and orbital-energy terms are 252.042, 68.796 and 79.162. The program asserts that their sum agrees with ZN = 400 to within 0.02 and that the pair term exceeds its lower bound of 190.

## Numerical verification

```python
"""
Result under test: an atom with nuclear charge Z binds N < 2Z + 1 electrons.
Key step: Re<w psi, T psi> >= 0 with w = r/(1 + delta r), for T = p^2/2m
and for T = sqrt(p^2 c^2 + m^2 c^4) - m c^2.  With f = w psi the latter equals
  (1/2) int |f|^2 G + (1/4) int int K(x-y) |f(x)-f(y)|^2 (1/w(x) + 1/w(y)),
K = positive kernel of T, G = T acting on 1/r, also positive.
Relativistic tests use length lambda = hbar/(m c) and energy m c^2.
The Ca part uses Hartree atomic units internally; its balance is
divided by k = e^2/(4 pi eps0) and is therefore dimensionless.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import kv
from pyscf import gto, scf

pi = np.pi
alpha = const.fine_structure
Z = 20
N = 20


def gauss(n, a, b):
    x, weight = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * weight


def kinetic_rel(k):
    return k**2 / (np.sqrt(1 + k**2) + 1)


def kernel(z):
    return kv(2, z) / (2 * pi**2 * z**2)


def G_closed(r):
    """T acting on 1/r, from the manifestly positive integral."""
    t = np.arange(0, 16, 0.02)
    r = np.atleast_1d(r)
    values = np.exp(-np.outer(r, np.cosh(t))) * np.sinh(t)**2 / np.cosh(t)
    return 2 / (pi * r) * values.sum(axis=1) * 0.02


def identity_parts(psi, delta, s_max):
    """The two nonnegative parts for a spherical function psi."""
    def f(r):
        return r / (1 + delta * r) * psi(r)
    s, ws = gauss(320, 0, s_max)
    part_G = 0.5 * np.sum(ws * 4 * pi * s**2 * abs(f(s))**2 * G_closed(s))
    d, wd = gauss(240, 0, 40)
    S, D = s[:, None], d[None, :]
    R = S + D
    # angular integral of the kernel done analytically; factor 2 for r > s
    shell = kv(1, D) / D - kv(1, R + S) / (R + S)
    inverse_weights = 1 / R + 1 / S + 2 * delta
    integrand = R * S * shell * abs(f(R) - f(S))**2 * inverse_weights
    part_diff = 2 * np.sum(ws[:, None] * wd[None, :] * integrand)
    return part_G, part_diff


# --- kernel reproduces the relativistic kinetic energy ---
kernel_error = 0.0
for k in (0.3, 1.0, 3.0):
    def kernel_integrand(z):
        return 4 * pi * z**2 * kernel(z) * (1 - np.sin(k * z) / (k * z))
    value = (quad(kernel_integrand, 1e-4, 1, epsabs=1e-10)[0]
             + quad(kernel_integrand, 1, 50, epsabs=1e-10, limit=300)[0])
    # the omitted interval contributes its constant small-z limit
    value += 1e-4 * (2 / pi) * k**2 / 3
    kernel_error = max(kernel_error, abs(value / kinetic_rel(k) - 1))
assert kernel_error < 1e-6

# --- spherical mean of 1/|x+z| and the function G ---
for r, z in ((1.0, 0.4), (1.0, 2.5)):
    mean = quad(lambda u: 0.5 / np.sqrt(r*r + z*z + 2*r*z*u), -1, 1)[0]
    assert abs(mean - 1 / max(r, z)) < 1e-9
for r in (0.3, 1.0, 4.0):
    defined = quad(lambda z: 4 * pi * z**2 * kernel(z) * (1/r - 1/z),
                   r, r + 45, epsabs=1e-12, limit=200)[0]
    assert abs(defined / G_closed(r)[0] - 1) < 1e-6
G_at_one = G_closed(1.0)[0]

# --- identity for a complex function with a sign-changing real part ---
delta_test = 0.3


def psi_test(r):
    return (1 - 0.9 * r**2 + 0.5j * r**2) * np.exp(-r**2 / 2)


r, wr = gauss(400, 0, 12)
k, wk = gauss(240, 0, 12)
sine_ratio = np.sinc(np.outer(k, r) / pi)
F_psi = sine_ratio @ (4 * pi * wr * r**2 * psi_test(r))
F_w = sine_ratio @ (4*pi * wr * r**3 / (1 + delta_test*r) * psi_test(r))
norm = np.sum(4 * pi * wr * r**2 * abs(psi_test(r))**2)
direct_test = np.sum(wk * k**2 * kinetic_rel(k)
                     * (F_w.conj() * F_psi).real) / (2 * pi**2 * norm)
parts_test = np.array(identity_parts(psi_test, delta_test, 12)) / norm
assert min(parts_test) > 0
assert abs(parts_test.sum() / direct_test - 1) < 1e-5

# --- hydrogenic 1s function, Z = 20: both kinetic energies ---
a = Z * alpha


def momentum_value(kinetic):
    """Re<r psi, T psi>/k from the analytic Fourier transforms of 1s."""
    def integrand(x):
        q = a * x
        F = 8 * pi * a / (a*a + q*q)**2
        F_r = 8 * pi * (3*a*a - q*q) / (a*a + q*q)**3
        return a * q**2 * kinetic(q) * F * F_r / (2 * pi**2) * a**3 / pi
    total = quad(integrand, 0, 5, epsabs=1e-12)[0]
    total += quad(integrand, 5, np.inf, epsabs=1e-12)[0]
    return total / alpha


nonrel_1s = momentum_value(lambda q: q**2 / 2)
rel_1s = momentum_value(kinetic_rel)
gradient_1s = quad(lambda x: 2*a*x*(1-x)**2*np.exp(-2*x),
                   0, np.inf)[0] / alpha
assert abs(nonrel_1s / gradient_1s - 1) < 1e-6
parts_1s = np.array(identity_parts(
    lambda x: np.sqrt(a**3 / pi) * np.exp(-a * x), 0.0, 24 / a)) / alpha
assert min(parts_1s) > 0
assert abs(parts_1s.sum() / rel_1s - 1) < 1e-5

# --- Ca atom: restricted Hartree-Fock, uncontracted s and p Gaussians ---
basis = [[0, [0.015 * 2.3**j, 1.0]] for j in range(24)]
basis += [[1, [0.04 * 2.3**j, 1.0]] for j in range(15)]
mol = gto.M(atom='Ca 0 0 0', basis={'Ca': basis}, verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-10
mf.max_cycle = 100
energy = mf.kernel()
assert mf.converged
occupied = mf.mo_occ > 0
C = mf.mo_coeff[:, occupied]
eps = mf.mo_energy[occupied]
density_matrix = 2 * C @ C.T

# closed shells: the summed integrands are spherical, so one ray is enough
log_r, step = np.linspace(np.log(1e-7), np.log(60), 420, retstep=True)
r = np.exp(log_r)
volume = 4 * pi * r**3 * step
direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
points = r[:, None] * direction
ao = mol.eval_gto('GTOval_sph_deriv2', points)
phi = ao[0] @ C
laplacian = (ao[4] + ao[7] + ao[9]) @ C
gradient = np.array([ao[i] @ C for i in (1, 2, 3)])
rho = 2 * np.sum(phi**2, axis=1)
other_ray = r[:, None] * np.array([0.0, 0.0, 1.0])
rho_other = 2 * np.sum((mol.eval_gto('GTOval_sph', other_ray) @ C)**2, axis=1)
assert np.sum(volume * abs(rho - rho_other)) < 1e-3
electron_count = np.sum(volume * rho)
assert abs(electron_count - N) < 1e-5

kinetic_direct = -np.sum(volume * r * np.sum(phi * laplacian, axis=1))
grad_f = direction[:, None, None] * phi + r[None, :, None] * gradient
kinetic_positive = np.sum(volume / r * np.sum(grad_f**2, axis=(0, 2)))
assert abs(kinetic_direct / kinetic_positive - 1) < 1e-5

direct_pair = 0.0
exchange_pair = 0.0
for i, point in enumerate(points):
    with mol.with_rinv_origin(point):
        inverse_distance = mol.intor('int1e_rinv')
    u = density_matrix @ ao[0, i]
    potential = np.sum(density_matrix * inverse_distance)
    direct_pair += volume[i] * r[i] * rho[i] * potential
    exchange_pair += volume[i] * r[i] * 0.5 * (u @ inverse_distance @ u)
pair_term = direct_pair - exchange_pair
orbital_term = -np.sum(volume * r * 2 * np.sum(eps * phi**2, axis=1))
balance = pair_term + kinetic_positive + orbital_term
pair_floor = N * (N - 1) / 2
assert pair_term > pair_floor
assert kinetic_positive > 0 and np.all(eps < 0)
# the tolerance allows for the finite basis: r*phi is not in its span
assert abs(balance - Z * N) < 0.02

largest_N = int(np.ceil(2 * Z + 1)) - 1
k_SI = const.e**2 / (4 * pi * const.epsilon_0)
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
lambda_SI = const.hbar / (const.m_e * const.c)

print(f"nuclear charge number Z of Ca: {Z}")
print(f"electron number N of the Ca atom: {N}")
print(f"largest N allowed by the bound for Z=20: {largest_N}")
print(f"k = e^2/(4 pi eps0): {k_SI:.6e} J m")
print(f"lambda = hbar/(m c): {lambda_SI:.6e} m")
print(f"Z alpha for Z=20: {Z*alpha:.6f} (dimensionless)")
print(f"stability limit 2/pi for Z alpha: {2/pi:.6f} (dimensionless)")
print(f"largest integer Z below that limit: {int(2/(pi*alpha))}")
print("-- relativistic kernel and identity --")
print(f"largest relative error of kernel test: {kernel_error:.1e}")
print(f"G at r=lambda: {G_at_one:.6f} m c^2/lambda")
print(f"test function, delta: {delta_test:.1f} 1/lambda")
print(f"test function, direct value: {direct_test:.6f} hbar c")
print(f"test function, G part: {parts_test[0]:.6f} hbar c")
print(f"test function, difference part: {parts_test[1]:.6f} hbar c")
print(f"test function, sum of parts: {parts_test.sum():.6f} hbar c")
print("-- hydrogenic 1s, Z=20: Re<r psi,T psi>/k, dimensionless --")
print(f"nonrelativistic value: {nonrel_1s:.5f}")
print(f"relativistic value: {rel_1s:.5f}")
print(f"relativistic G part: {parts_1s[0]:.5f}")
print(f"relativistic difference part: {parts_1s[1]:.5f}")
print(f"relativistic value times k: {rel_1s*k_SI:.5e} J m")
print("-- Ca Hartree-Fock balance, dimensionless after division by k --")
print(f"number of basis functions: {mol.nao}")
print(f"Hartree-Fock total energy: {energy*hartree_eV:.2f} eV")
print(f"highest occupied orbital energy: {eps[-1]*hartree_eV:.3f} eV")
print(f"direct pair part: {direct_pair:.3f}")
print(f"exchange part subtracted: {exchange_pair:.3f}")
print(f"pair term: {pair_term:.3f}")
print(f"lower bound N(N-1)/2 of pair term: {pair_floor:.0f}")
print(f"kinetic term: {kinetic_positive:.3f}")
print(f"orbital-energy term: {orbital_term:.3f}")
print(f"sum of the three terms: {balance:.3f}")
print(f"Z N: {Z*N}")
print(f"sum minus Z N: {balance-Z*N:.1e}")
print("no test failed")
```

It prints:

```
nuclear charge number Z of Ca: 20
electron number N of the Ca atom: 20
largest N allowed by the bound for Z=20: 40
k = e^2/(4 pi eps0): 2.307078e-28 J m
lambda = hbar/(m c): 3.861593e-13 m
Z alpha for Z=20: 0.145947 (dimensionless)
stability limit 2/pi for Z alpha: 0.636620 (dimensionless)
largest integer Z below that limit: 87
-- relativistic kernel and identity --
largest relative error of kernel test: 3.3e-13
G at r=lambda: 0.174192 m c^2/lambda
test function, delta: 0.3 1/lambda
test function, direct value: 0.616329 hbar c
test function, G part: 0.021568 hbar c
test function, difference part: 0.594761 hbar c
test function, sum of parts: 0.616329 hbar c
-- hydrogenic 1s, Z=20: Re<r psi,T psi>/k, dimensionless --
nonrelativistic value: 5.00000
relativistic value: 5.07186
relativistic G part: 0.31772
relativistic difference part: 4.75414
relativistic value times k: 1.17012e-27 J m
-- Ca Hartree-Fock balance, dimensionless after division by k --
number of basis functions: 69
Hartree-Fock total energy: -18415.51 eV
highest occupied orbital energy: -5.321 eV
direct pair part: 275.590
exchange part subtracted: 23.548
pair term: 252.042
lower bound N(N-1)/2 of pair term: 190
kinetic term: 68.796
orbital-energy term: 79.162
sum of the three terms: 400.000
Z N: 400
sum minus Z N: 5.0e-04
no test failed
```
